\section*{Excess heat capacity of a ferroelectric with two Curie points}

\section{Problem}

Rochelle salt is ferroelectric in a limited temperature window and paraelectric on both sides of it. Model this with the free energy per unit volume, at fixed stress and zero electric field,
\begin{equation}
G(T,P)=G_0(T)+\tfrac12 a(T)P^2+\tfrac14 bP^4,\qquad a(T)=k(T-T_1)(T-T_2),
\label{eq:G}
\end{equation}
where $P$ is the polarization along the polar axis, $k$ and $b$ are positive constants, $T_1=255$ K and $T_2=297$ K. The strain has been eliminated by minimization at fixed stress, so its coupling to $P$ is contained in the coefficients.

The excess heat capacity $\Delta C$ is the heat capacity per unit volume of the equilibrium state minus that of the state $P=0$ at the same temperature. Inside the window the state $P=0$ is unstable, so the reference is the smooth continuation of $G_0$ from outside.

\begin{enumerate}
\item Find the sign of $\Delta C$ just inside each Curie point and midway between them, and the temperatures at which it changes.
\item Evaluate it for a Curie constant $\Theta=2000$ K at $T_2$ and a largest polarization $P_0=0.25\ \mu\mathrm{C/cm^2}$, both rough values for Rochelle salt.
\item Decide whether the signs depend on the quartic form of the energy.
\end{enumerate}

It is convenient to measure temperature from the midpoint:
\begin{equation}
T_m=\frac{T_1+T_2}{2}=276\ \mathrm K,\quad h=\frac{T_2-T_1}{2}=21\ \mathrm K,\quad x=T-T_m .
\end{equation}
Since $T-T_1=x+h$ and $T-T_2=x-h$,
\begin{equation}
a=k(x^2-h^2),\qquad a'=2kx,\qquad a''=2k,
\label{eq:a}
\end{equation}
with primes denoting temperature derivatives.

\section{First estimate by scaling}

\subsection{Parameters and magnitude}

Just above $T_2$ the quartic term is negligible for a small field $E$. Then $aP=E$, and the susceptibility is $P/(\varepsilon_0E)=1/(\varepsilon_0a)$. Near $T_2$, $a\simeq 2kh(T-T_2)$. Matching to the Curie--Weiss form $\Theta/(T-T_2)$ gives
\begin{equation}
k=\frac{1}{2h\varepsilon_0\Theta}=1.3445\times10^{6}\ \mathrm{J\,m\,C^{-2}K^{-2}} .
\end{equation}
The largest stiffness deficit is $kh^2=5.93\times10^8\ \mathrm{J\,m\,C^{-2}}$. Balancing $aP$ against $bP^3$ at the midpoint gives $P_0^2=kh^2/b$, hence
\begin{equation}
b=\frac{kh^2}{P_0^2}=\frac{5.93\times10^8}{(2.5\times10^{-3})^2}
=9.49\times10^{13}\ \mathrm{J\,m^5C^{-4}} .
\end{equation}

The energy scale is $kh^2P_0^2=k^2h^4/b$. It develops over a temperature scale $h$, and a heat capacity is $T$ times a second temperature derivative of a free energy. Therefore
\begin{equation}
|\Delta C|\sim T_m\frac{k^2h^4/b}{h^2}=T_m\frac{k^2h^2}{b}
=276\times8.403\ \mathrm{J\,m^{-3}K^{-1}}\simeq2.3\ \mathrm{mJ\,cm^{-3}K^{-1}} .
\label{eq:scale}
\end{equation}

\subsection{Sign from the shape of the energy}

Let $\Delta G$ be the equilibrium value of $G-G_0$. It is zero outside the window and negative inside, and it scales as $-a^2/b$. Because $a$ vanishes linearly at each Curie point, $\Delta G$ leaves zero quadratically, with zero slope. The curve must first bend downward, then bend upward to pass through a minimum. Since $\Delta C=-T\,\Delta G''$, the downward bends near the Curie points mean a positive excess, and the upward bend around the minimum means a negative one.

Two inflection points must lie in between. Scaling cannot place them; a guess halfway from each Curie point to the midpoint puts them $h/2=10.5$ K inside the window.

\section{Exact solution of the model}

\subsection{Equilibrium and free energy}

Stationarity of \eqref{eq:G} with respect to $P$ requires
\begin{equation}
\frac{\partial G}{\partial P}=P(a+bP^2)=0 .
\end{equation}
For $|x|>h$, $a>0$ and the only real solution is $P=0$. For $|x|<h$, $a<0$ and there are also the solutions
\begin{equation}
P^2=-\frac ab=\frac kb(h^2-x^2).
\label{eq:P}
\end{equation}
There $\partial^2G/\partial P^2=a+3bP^2=-2a>0$, so they are minima, whereas $P=0$ has curvature $a<0$ and is a maximum. The polarization goes continuously to zero at both ends. Substitution gives
\begin{equation}
\Delta G=\frac a2\left(-\frac ab\right)+\frac b4\,\frac{a^2}{b^2}
=-\frac{a^2}{2b}+\frac{a^2}{4b}=-\frac{a^2}{4b}.
\end{equation}

\subsection{Entropy and heat capacity}

The excess entropy is
\begin{equation}
\Delta S=-\frac{d\Delta G}{dT}=\frac{aa'}{2b}=\frac{k^2}{b}\,x(x^2-h^2).
\label{eq:S}
\end{equation}
It vanishes at $x=\pm h$, so neither transition has latent heat. It is negative in the upper half of the window, where polarization lowers the entropy as in an ordinary ferroelectric. In the lower half it is positive: the polarized state has more entropy than the state $P=0$, which is why cooling through $T_1$ removes the polarization.

One more derivative gives
\begin{equation}
\Delta C=T\frac{d\Delta S}{dT}=\frac{T}{2b}\left(a'^2+aa''\right).
\label{eq:Cgeneral}
\end{equation}
With \eqref{eq:a}, the bracket is $4k^2x^2+2k^2(x^2-h^2)=2k^2(3x^2-h^2)$, so
\begin{equation}
\boxed{\;\Delta C=\frac{Tk^2}{b}\,(3x^2-h^2),\qquad |x|<h,\;}
\label{eq:C}
\end{equation}
and $\Delta C=0$ outside. The required values are
\begin{align}
x\to\pm h\ \text{from inside}:&\quad \Delta C\to\frac{2T_{1,2}k^2h^2}{b}>0,\\
x=0:&\quad \Delta C=-\frac{T_mk^2h^2}{b}<0 .
\end{align}
The sign changes at $x=\pm h/\sqrt3$, that is at 263.88 K and 288.12 K. ``Just inside'' thus means within $h(1-1/\sqrt3)=8.88$ K of a Curie point.

\subsection{Meaning of the two terms}

Using $a=-bP^2$ in \eqref{eq:Cgeneral},
\begin{equation}
\Delta C=\frac{Ta'^2}{2b}-TkP^2 .
\label{eq:split}
\end{equation}
The second term is the change of heat capacity when $P$ is held fixed at a nonzero value, because $-T\,\partial^2(aP^2/2)/\partial T^2=-Ta''P^2/2=-TkP^2$. The first is the heat taken up because $P$ readjusts as the temperature changes; it is never negative. At a Curie point $P=0$ and only readjustment remains. Midway $P$ is stationary in temperature and only the fixed-$P$ term remains.

\subsection{Why a negative region is required}

Because $\Delta S$ vanishes at both Curie points,
\begin{equation}
\int_{T_1}^{T_2}\frac{\Delta C}{T}\,dT=\Delta S(T_2)-\Delta S(T_1)=0 .
\end{equation}
The total excess heat also vanishes. Integrating by parts and using $\Delta S=-d\Delta G/dT$,
\begin{equation}
\int_{T_1}^{T_2}\Delta C\,dT=\Big[T\Delta S\Big]_{T_1}^{T_2}-\int_{T_1}^{T_2}\Delta S\,dT
=0+\Big[\Delta G\Big]_{T_1}^{T_2}=0 .
\end{equation}
A positive excess near the ends must therefore be compensated elsewhere in the window. This does not conflict with thermal stability, which requires the total heat capacity, including that of $G_0$, to be positive.

\subsection{The limit of a single Curie point}

Set $x=h+\tau$, with $\tau=T-T_2<0$, and hold the slope $\alpha=2kh$ of $a$ at $T_2$ fixed. Then $3x^2-h^2=2h^2+6h\tau+3\tau^2$ and $k^2=\alpha^2/(4h^2)$, so
\begin{equation}
\Delta C=\frac{T\alpha^2}{2b}\left(1+\frac{3\tau}{h}+\frac{3\tau^2}{2h^2}\right).
\end{equation}
For $h\to\infty$ at fixed $\tau$ this becomes $T\alpha^2/(2b)$, the positive excess of a ferroelectric with a linear quadratic coefficient. The negative region has moved away with the lower Curie point. At $h=21$ K the correction is already 14\% of the leading term 1 K below $T_2$.

\subsection{Energies beyond the quartic term}

Replace $bP^4/4$ by $W(P)=bP^4/4+cP^6/6+\dots$ with temperature-independent coefficients, and assume that the transitions stay continuous and that $P^2$ varies smoothly inside the window. Since $G$ is stationary in $P$, only the explicit temperature dependence contributes to the first derivative:
\begin{equation}
\Delta S=-\tfrac12a'P^2,\qquad
\Delta C=-\frac T2\left[a''P^2+a'\frac{d(P^2)}{dT}\right].
\end{equation}
Midway $a'=0$ and $a''=2k$, so
\begin{equation}
\Delta C(T_m)=-T_mkP^2(T_m)<0 .
\label{eq:mid}
\end{equation}
Near a Curie point $P$ is small and $P^2=-a/b+O(a^2)$. Hence $d(P^2)/dT\to-a'/b$ and $\Delta C\to Ta'^2/(2b)>0$, as before. Within these assumptions the signs do not depend on the quartic form.

\section{Comparison of estimate and solution}

The scale \eqref{eq:scale} equals the magnitude of the midpoint value; at the Curie points the exact coefficient is 2 instead of 1. The numbers are
\begin{align}
\Delta C(T_1^+)&=2\times255\times8.403\ \mathrm{J\,m^{-3}K^{-1}}=4.29\ \mathrm{mJ\,cm^{-3}K^{-1}},\\
\Delta C(T_m)&=-276\times8.403\ \mathrm{J\,m^{-3}K^{-1}}=-2.32\ \mathrm{mJ\,cm^{-3}K^{-1}},\\
\Delta C(T_2^-)&=2\times297\times8.403\ \mathrm{J\,m^{-3}K^{-1}}=4.99\ \mathrm{mJ\,cm^{-3}K^{-1}} .
\end{align}
The shape argument gave the correct signs, and its guess of 10.5 K for the width of each positive region compares with 8.88 K.

The difference between the two ends comes from the prefactor $T$. The same prefactor shifts the minimum of $\Delta C$ from the midpoint. Setting the derivative of $(T_m+x)(3x^2-h^2)$ to zero gives $9x^2+6T_mx-h^2=0$, whose root inside the window is
\begin{equation}
x=\tfrac13\left(\sqrt{T_m^2+h^2}-T_m\right)=0.27\ \mathrm K .
\end{equation}

\section{How far the numbers can be trusted}

\subsection{The model beside the real crystal}

The two Curie temperatures and the polarization scale are those of Rochelle salt to the accuracy of rough values. Against a lattice heat capacity of roughly $2500\ \mathrm{mJ\,cm^{-3}K^{-1}}$, the model anomaly is 0.20\% just below $T_2$ and $-0.09$\% midway. The negative excess would appear as a shallow dip below a baseline interpolated from the two paraelectric phases, so its extraction depends on that interpolation. The parabola also forces equal magnitudes of the slope of $a$ at $T_1$ and $T_2$, which nothing in the real crystal guarantees. Making the slope 15\% smaller at $T_2$ and 15\% larger at $T_1$, with $b$ fixed, lowers $\Delta C$ at $T_2-1$ K from 4.28 to $3.26\ \mathrm{mJ\,cm^{-3}K^{-1}}$ and raises it at $T_1+1$ K from 3.70 to 4.71. The midpoint value remains close to $-2.3$.

\subsection{Other changes of the free energy}

Each of the following is made separately, with the other parameters fixed.
\begin{itemize}
\item If $b$ rises linearly by 20\% from $T_m$ to $T_2$, and falls equally toward $T_1$, the excess at $T_2-1$ K becomes $3.66\ \mathrm{mJ\,cm^{-3}K^{-1}}$. With the opposite slope it becomes 5.15. The midpoint value is $-2.27$ in both cases.
\item A sextic term with $cP_0^2=0.2\,b$ reduces the midpoint polarization. With $p=P/P_0$, equilibrium requires $p^2+0.2p^4=1$, so $p^2=0.854$. Equation \eqref{eq:mid} then gives $-2.319\times0.854=-1.98\ \mathrm{mJ\,cm^{-3}K^{-1}}$.
\item A bias field of 10 V/cm changes the excess at $T_2-1$ K from 4.28 to $4.22\ \mathrm{mJ\,cm^{-3}K^{-1}}$. It rounds the step itself where $aP$, $bP^3$ and $E$ are comparable, that is for $|a|\sim b^{1/3}E^{2/3}$, about 0.1 K from $T_2$; the excess falls from 90\% to 10\% of the zero-field expression \eqref{eq:C} between 0.18 K below and 0.20 K above $T_2$.
\end{itemize}
In all these cases the excess is positive 1 K inside both Curie points and negative midway.

\subsection{Polarization fluctuations}

The Landau energy neglects fluctuations. In the estimate below, their contribution 1 K below $T_2$ exceeds every change listed above for that temperature if the interaction range is 1 nm, but not if it is 2 nm. In the ordered state a uniform fluctuation has stiffness $r=-2a$. For wave vector $\mathbf q$ at an angle of cosine $\mu$ to the polar axis, take the stiffness $r+gq^2+D\mu^2$. Here $D=1/(\varepsilon_0\varepsilon_b)$ is the cost of the depolarizing field, with a rough background permittivity $\varepsilon_b=10$. Suppose that the ordering temperature of a mode is proportional to the interaction strength, and that an interaction of range $R$ weakens as $1-R^2q^2$. The ordering temperature then falls by $T_2R^2q^2$, so $g=T_2R^2/(\varepsilon_0\Theta)$.

The Gaussian free energy is
\begin{equation}
f=\frac{k_BT}{2}\int\!\frac{d^3q}{(2\pi)^3}\ln(r+gq^2+D\mu^2),
\end{equation}
up to terms independent of $r$. Differentiating twice gives $\partial^2f/\partial r^2=-k_BTL/2$, where $L$ is the integral of $(r+gq^2+D\mu^2)^{-2}$ over $d^3q/(2\pi)^3$. The radial integral of $(A+gq^2)^{-2}$, with weight $q^2/(2\pi^2)$, is $1/(8\pi g^{3/2}\sqrt A)$; averaging it over $\mu$ with $A=r+D\mu^2$ yields
\begin{equation}
L(r)=\frac{1}{8\pi g^{3/2}}\int_0^1\frac{d\mu}{\sqrt{r+D\mu^2}}
=\frac{\operatorname{arsinh}\sqrt{D/r}}{8\pi g^{3/2}\sqrt D}.
\end{equation}
Near a Curie point the leading contribution to $-Tf''$ is $k_BT^2r'^2L/2>0$. Midway $r'=0$ and $r''=-4k$. After the term linear in $r$ is absorbed into $G_0$ and $a$, the remainder is $(k_BT^2/2)\,r''\int_0^rL\,dr<0$.

For $R=1$ nm these expressions give $+3.6$ at $T_2-1$ K and $-1.3\ \mathrm{mJ\,cm^{-3}K^{-1}}$ midway, comparable with the Landau values $+4.3$ and $-2.3$. The terms left out of the leading contribution lower the value at $T_2-1$ K by about 0.25. For $R=2$ nm they are eight times smaller, because $L\propto R^{-3}$. The integral runs over all $q$, although the assumed weakening $1-R^2q^2$ cannot hold beyond $q=1/R$. Stopping the integral there lowers the values for $R=1$ nm to about $+2.5$ and $-0.8\ \mathrm{mJ\,cm^{-3}K^{-1}}$, so they are good only as orders of magnitude. The range is an assumption, and the elastic forces that accompany nonuniform polarization are left out of the estimate. For $R=1$ nm the mean-field magnitude may thus be wrong by a factor between 1.5 and 2 at $T_2-1$ K, and by more closer to $T_2$. In this estimate $L$ grows logarithmically there, but the logarithm is a property of a uniaxial ferroelectric without linear coupling to strain. Rochelle salt is piezoelectric in its paraelectric phases, with $P$ coupled linearly to a shear, so that only wave vectors near two directions perpendicular to the polar axis become soft and $L$ stays finite. With isotropic elasticity (shear modulus one third of the longitudinal one) and an assumed clamped permittivity of 300 at the Curie point, the leading term for $R=1$ nm is $+3.2$ at $T_2-1$ K and levels off near $+4.4\ \mathrm{mJ\,cm^{-3}K^{-1}}$ as $T\to T_2$. At the two temperatures evaluated, the fluctuations have the same signs as the Landau excess; their sign changes lie within 2 K of those of the Landau excess but do not coincide with them. They also add a positive contribution outside the window, where the Landau excess is zero. For $R=1$ nm and all $q$ it is $+0.9$ at $T_1-1$ K, $+1.3$ at $T_2+1$ K and $+2.7\ \mathrm{mJ\,cm^{-3}K^{-1}}$ at 310 K. It is comparable with the Landau values and would enter a baseline interpolated from the paraelectric phases, so the fluctuation values inside the window are not directly the change of the observed anomaly. The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Curie points T1, T2: 255, 297 K
midpoint Tm, half width h: 276, 21 K
Curie constant (rough input): 2000 K
largest polarization P0 (rough input): 0.25 uC/cm2
k = 1.3445e+06 J m/(C^2 K^2)
b = 9.4870e+13 J m^5/C^4
a at midpoint = -5.9294e+08 J m/C^2
k^2 h^2/b = 8.4033 J/(m^3 K^2)
free energy gain at midpoint = -0.9265 mJ/cm3
excess C inside T1 (limit) = 4.286 mJ/(cm3 K)
excess C at midpoint = -2.319 mJ/(cm3 K)
excess C inside T2 (limit) = 4.992 mJ/(cm3 K)
sign changes at 263.88 and 288.12 K
width of each positive region = 8.88 K
minimum lies above midpoint by 0.266 K
T (K), P (uC/cm2), excess S and excess C (mJ/(cm3 K)):
  260.00  0.1619  +0.0564  +1.620
  263.88  0.2041  +0.0679  +0.000
  270.00  0.2396  +0.0463  -1.713
  276.00  0.2500  +0.0000  -2.319
  282.00  0.2396  -0.0463  -1.789
  288.12  0.2041  -0.0679  +0.000
  292.00  0.1619  -0.0564  +1.819
lattice heat capacity (rough input) = 2500 mJ/(cm3 K)
excess/lattice inside T2 = 0.200 %
excess/lattice midway = -0.093 %
excess C at T1+1 K, Tm, T2-1 K in mJ/(cm3 K):
  unchanged model: +3.703, -2.319, +4.281
  b rises 20% centre to T2: +4.458, -2.273, +3.658
  b falls 20% centre to T2: +3.164, -2.273, +5.155
  sextic weight 20%: +3.569, -1.981, +4.126
  slope of a: -15% at T2, +15% at T1: +4.706, -2.293, +3.259
  bias field 10 V/cm: +3.653, -2.321, +4.224
background permittivity (rough input) = 10
fluctuation part of C at T2-1 K and Tm in mJ/(cm3 K):
  range 1 nm: +3.63, -1.35
  range 2 nm: +0.45, -0.17
\end{verbatim}
